**Bosanquet's sum for equimolar counterdiffusion: resistances, limits and accuracy**

The program tests \(1/D_A=1/D_{KA}+1/D_{AB}\) for \(N_B=-N_A\), where \(D_{KA}\) is the Knudsen diffusivity of A, \(D_{AB}\) the binary diffusivity and \(N_i\) the fluxes. It obtains both resistances by quadrature over free flights and hard-sphere collisions, solves the momentum balances as a linear system, and asserts agreement with the derived formulas, including the isobaric and viscous cases. It also asserts the finite-pore relation by integrating the transport equations, and the Thiele effectiveness for dilute A by solving the coupled boundary-value problem. For the model gases the output gives \(D_A=21.76\) mm²/s and an effectiveness of 0.454. In a kinetic model with isotropic scattering, the reciprocal sum errs by between −2.4 % and +4.9 % over the scanned ratios of mean free path to pore radius. A random-flight simulation at a ratio of 2 gives a scaled diffusivity of 0.326, against 0.329 from the kinetic formula; the program asserts agreement within 1.5 %.

## Check in Python

```python
"""
Result under test: for equimolar counterdiffusion (N_B = -N_A) in a long pore,
    N_A = -D_A dn_A/dz,   1/D_A = 1/D_KA + 1/D_AB   (Bosanquet),
when wall friction and intermolecular friction add and viscous flow is absent.
D_KA: Knudsen diffusivity of A; D_AB: binary diffusivity at total density n;
n_A, n_B: number densities; x_A = n_A/n; N_A, N_B: fluxes per pore area.
Also tested: the pressure gradient, the viscous correction, the error of the
additivity assumption in a kinetic model, and the Thiele effectiveness factor.
SI units are used unless a quantity is scaled by pore radius and mean speed.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad, solve_ivp, solve_bvp
from scipy.optimize import brentq

# ---------------- model parameters ----------------
T = 1000.0
pressure = 1.0e5
mass_A = 80 * const.atomic_mass
mass_B = 20 * const.atomic_mass
sigma = 0.5e-9            # centre distance at contact
radius = 100e-9
length = 100e-6
viscosity = 25e-6
k_wall = 5e-4             # first-order wall reaction velocity
x_A = 0.5
kT = const.k * T
n0 = pressure / kT


def mean_speed(mass):
    return np.sqrt(8 * kT / (np.pi * mass))


# ---------------- derived formulas ----------------
D_KA = 2 / 3 * radius * mean_speed(mass_A)
D_KB = 2 / 3 * radius * mean_speed(mass_B)
mu = mass_A * mass_B / (mass_A + mass_B)
D_AB = 3 / (8 * n0 * sigma**2) * np.sqrt(kT / (2 * np.pi * mu))
D_A = 1 / (1 / D_KA + 1 / D_AB)
D_B = 1 / (1 / D_KB + 1 / D_AB)
delta = 1 / D_KA - 1 / D_KB

# ---------------- wall resistance from free flights ----------------
# transverse distance back to the wall, averaged over the unit disc
back_distance = dblquad(
    lambda r, phi: r * (r * np.cos(phi) + np.sqrt(1 - (r * np.sin(phi))**2)),
    0, 2 * np.pi, 0, 1)[0] / np.pi
polar_part = 0.5 * quad(lambda th: np.cos(th)**2, 0, np.pi)[0]
knudsen_factor = back_distance * polar_part
D_KA_num = knudsen_factor * radius * mean_speed(mass_A)
D_KB_num = knudsen_factor * radius * mean_speed(mass_B)
assert abs(D_KA_num / D_KA - 1) < 1e-6

# ---------------- molecular resistance from collisions ----------------
# momentum-transfer cross-section of hard spheres, in units of sigma^2
cross_section = quad(
    lambda b: 2 * np.pi * b * (1 - np.cos(np.pi - 2 * np.arcsin(b))), 0, 1)[0]
assert abs(cross_section / np.pi - 1) < 1e-8


def mean_g_gz(drift):
    """<g g_z> for a shifted Maxwellian, speeds in units of sqrt(kT/mu)."""
    def integrand(c, g):
        weight = np.exp(-(g * g - 2 * g * drift * c + drift**2) / 2)
        return 2 * np.pi * g**4 * c * weight / (2 * np.pi)**1.5
    return dblquad(integrand, 0, 12, -1, 1)[0]


small_drift = 0.01
drift_slope = mean_g_gz(small_drift) / small_drift
drift_formula = 4 / 3 * np.sqrt(8 / np.pi)
assert abs(drift_slope / drift_formula - 1) < 1e-4
friction_rate = mu * cross_section * sigma**2 * drift_slope * np.sqrt(kT / mu)
D_AB_num = kT / (n0 * friction_rate)
assert abs(D_AB_num / D_AB - 1) < 1e-4


# ---------------- momentum balances solved as a linear system ----------------
def solve_balances(N_A, N_B, xa, beta):
    """Return -dn_A/dz, -dn_B/dz and the viscous flux J for given total fluxes."""
    xb = 1 - xa
    drag = (xb * N_A - xa * N_B) / D_AB_num
    matrix = np.array([[1, 0, xa / D_KA_num],
                       [0, 1, xb / D_KB_num],
                       [-beta, -beta, 1]])
    rhs = np.array([N_A / D_KA_num + drag, N_B / D_KB_num - drag, 0])
    return np.linalg.solve(matrix, rhs)


for xa in (0.1, 0.5, 0.9):
    grad_A, grad_B, _ = solve_balances(1.0, -1.0, xa, 0.0)
    assert abs(1 / grad_A / D_A - 1) < 1e-4
    assert abs(-1 / grad_B / D_B - 1) < 1e-4
    assert abs((grad_A + grad_B) / delta - 1) < 1e-3

# isobaric flux ratio and its composition-dependent diffusivity
flux_ratio = -np.sqrt(mass_A / mass_B)
alpha = 1 + flux_ratio
D_isobaric = 1 / (1 / D_KA + (1 - alpha * x_A) / D_AB)
grad_A, grad_B, _ = solve_balances(1.0, flux_ratio, x_A, 0.0)
assert abs(grad_A + grad_B) < 1e-6 * abs(grad_A)
assert abs(1 / grad_A / D_isobaric - 1) < 1e-4

# viscous correction at zero total molar flux
beta = radius**2 * pressure / (8 * viscosity)
J_ratio = delta / (1 / beta + x_A / D_KA + (1 - x_A) / D_KB)
D_viscous = 1 / (1 / D_KA + 1 / D_AB - x_A * J_ratio / D_KA)
grad_A, grad_B, J_num = solve_balances(1.0, -1.0, x_A, beta)
assert abs(J_num / J_ratio - 1) < 1e-3
assert abs(1 / grad_A / D_viscous - 1) < 1e-4

# ---------------- finite pore with varying total density ----------------
G = n0 * D_AB
drop_A = 0.2 * n0


def pore_mismatch(N):
    n_mean = n0 - N * length * delta / 2
    return (N * length * (1 / D_KA + n_mean / G) - drop_A) / drop_A


flux_scale = D_A * drop_A / length
N_pore = brentq(pore_mismatch, 0.5 * flux_scale, 2 * flux_scale,
                xtol=1e-12 * flux_scale)


def pore_rhs(s, y):
    """Scaled densities of A and B; s = z/length."""
    total = (y[0] + y[1]) * n0
    scale = N_pore * length / n0
    return [-scale * (1 / D_KA + total / G), scale * (1 / D_KB + total / G)]


pore = solve_ivp(pore_rhs, (0, 1), [0.6, 0.4], rtol=1e-10, atol=1e-12)
assert abs(pore.y[0, -1] - 0.4) < 1e-7
pressure_drop = 1 - pore.y[:, -1].sum()
assert abs(pressure_drop - N_pore * length * delta / n0) < 1e-7

# ---------------- accuracy of additivity: kinetic tracer model ----------------
nodes, weights = np.polynomial.legendre.leggauss(160)
u_nodes, u_weights = (nodes + 1) / 2, weights / 2
theta = np.pi / 2 * u_nodes**3
theta_weights = 3 * np.pi / 2 * u_nodes**2 * u_weights
t_nodes, t_weights = np.pi / 2 * nodes, np.pi / 2 * weights
chord = 2 * np.cos(t_nodes)[None, :]
chord_weights = (np.cos(t_nodes) * t_weights)[None, :] / np.pi


def tracer_D(path):
    """Kinetic diffusivity / (radius*speed); path = mean free path / radius."""
    reach = path * np.sin(theta)[:, None]
    inner = (chord + reach * np.expm1(-chord / reach)) * chord_weights
    angular = np.sin(theta) * np.cos(theta)**2 * theta_weights
    return path * np.sum(angular * inner.sum(axis=1))


def bosanquet_D(path):
    return 1 / (3 / path + 3 / 2)


def closure_error(path):
    return bosanquet_D(path) / tracer_D(path) - 1


assert abs(tracer_D(1e-3) / (1e-3 / 3) - 1) < 2e-3
assert abs(tracer_D(1e4) / (2 / 3) - 1) < 2e-3
paths = np.logspace(-2, 3, 201)
errors = np.array([closure_error(p) for p in paths])
assert np.max(np.abs(errors)) < 0.10
assert closure_error(0.1) < 0 < closure_error(100.0)
crossing = brentq(closure_error, 0.1, 100.0)


def simulate_tracer(path, walkers=100000, flights=150, seed=7):
    """Random flights: isotropic gas scattering, cosine-law wall emission."""
    rng = np.random.default_rng(seed)
    r = np.sqrt(rng.random(walkers))
    x, y = r, np.zeros(walkers)
    z, time = np.zeros(walkers), np.zeros(walkers)
    at_wall = np.zeros(walkers, dtype=bool)
    for _ in range(flights):
        psi = 2 * np.pi * rng.random(walkers)
        rand = rng.random(walkers)
        # isotropic direction
        uz = 2 * rand - 1
        perp = np.sqrt(1 - uz**2)
        ux, uy = perp * np.cos(psi), perp * np.sin(psi)
        # cosine-law direction about the inward normal (-x, -y)
        normal, tangent = np.sqrt(rand), np.sqrt(1 - rand)
        side = tangent * np.cos(psi)
        ux = np.where(at_wall, -normal * x - side * y, ux)
        uy = np.where(at_wall, -normal * y + side * x, uy)
        uz = np.where(at_wall, tangent * np.sin(psi), uz)
        a2 = np.maximum(ux**2 + uy**2, 1e-14)
        b = x * ux + y * uy
        gap = np.maximum(1 - x**2 - y**2, 0)
        to_wall = (-b + np.sqrt(b**2 + a2 * gap)) / a2
        free = rng.exponential(path, walkers)
        at_wall = to_wall < free
        step = np.minimum(to_wall, free)
        x, y, z = x + step * ux, y + step * uy, z + step * uz
        time += step
        norm = np.where(at_wall, np.sqrt(x**2 + y**2), 1.0)
        x, y = x / norm, y / norm
    return np.mean(z**2) / (2 * np.mean(time))


sim_path = 2.0
D_sim = simulate_tracer(sim_path)
# statistical error of the mean square displacement is about 0.5 percent
assert abs(D_sim / tracer_D(sim_path) - 1) < 0.015

# ---------------- Thiele effectiveness for dilute A ----------------


def thiele(D):
    return length * np.sqrt(2 * k_wall / (radius * D))


def effectiveness(D):
    return np.tanh(thiele(D)) / thiele(D)


x_dilute = 0.01
phi2 = thiele(D_A)**2


def reaction_rhs(s, y):
    """y: n_A/n_A(0), n/n(0), flux*length/(D_A n_A(0))."""
    return np.vstack([-y[2] * D_A * (1 / D_KA + y[1] / D_AB),
                      -y[2] * D_A * delta * x_dilute,
                      -phi2 * y[0]])


mesh = np.linspace(0, 1, 101)
guess = np.vstack([1 - 0.8 * mesh, np.ones_like(mesh), 2 * (1 - mesh)])
reaction = solve_bvp(
    reaction_rhs, lambda ya, yb: np.array([ya[0] - 1, ya[1] - 1, yb[2]]),
    mesh, guess, tol=1e-7, max_nodes=20000)
assert reaction.success
eta_full = reaction.y[2, 0] / phi2
assert abs(eta_full / effectiveness(D_A) - 1) < 3e-3

# ---------------- printed numbers ----------------
print(f"temperature: {T:.0f} K")
print(f"pressure at pore mouth: {pressure/1e3:.0f} kPa")
print(f"masses A, B: {mass_A/const.atomic_mass:.0f}, "
      f"{mass_B/const.atomic_mass:.0f} u")
print(f"contact distance sigma: {sigma*1e9:.2f} nm")
print(f"pore radius: {radius*1e9:.0f} nm")
print(f"pore length: {length*1e6:.0f} micrometre")
print(f"viscosity: {viscosity*1e6:.0f} microPa s")
print(f"wall reaction velocity k: {k_wall*1e3:.2f} mm/s")
print(f"total density n(0): {n0:.4e} m^-3")
print(f"mean speeds A, B: {mean_speed(mass_A):.1f}, "
      f"{mean_speed(mass_B):.1f} m/s")
print(f"Knudsen factor by quadrature: {knudsen_factor:.6f}")
print(f"collision drift slope, quadrature: {drift_slope:.5f}")
print(f"collision drift slope, formula: {drift_formula:.5f}")
print(f"D_KA: {D_KA*1e6:.3f} mm^2/s")
print(f"D_KB: {D_KB*1e6:.3f} mm^2/s")
print(f"D_AB at n(0): {D_AB*1e6:.3f} mm^2/s")
print(f"wall resistance 1/D_KA: {1e-6/D_KA:.5f} s/mm^2")
print(f"molecular resistance 1/D_AB: {1e-6/D_AB:.5f} s/mm^2")
print(f"total resistance 1/D_A: {1e-6/D_A:.5f} s/mm^2")
print(f"Bosanquet D_A: {D_A*1e6:.3f} mm^2/s = {D_A:.4e} m^2/s")
print(f"Bosanquet D_B: {D_B*1e6:.3f} mm^2/s")
print(f"isobaric flux ratio N_B/N_A: {flux_ratio:.3f}")
print(f"isobaric D_A at x_A={x_A}: {D_isobaric*1e6:.3f} mm^2/s")
print(f"viscous coefficient beta: {beta*1e6:.3f} mm^2/s")
print(f"viscous flux ratio J/N_A at x_A={x_A}: {J_ratio:.4f}")
print(f"D_A with viscous flow: {D_viscous*1e6:.3f} mm^2/s")
print(f"viscous change of D_A: {100*(D_viscous/D_A-1):.2f} percent")
print(f"finite pore flux N_A: {N_pore:.4e} m^-2 s^-1")
print(f"finite pore pressure drop: {100*pressure_drop:.2f} percent")
for p in (0.1, 0.5, 1.0, 2.0, 5.0, 10.0, 100.0):
    print(f"path/radius {p:g}: kinetic D/(a v) {tracer_D(p):.5f}, "
          f"Bosanquet {bosanquet_D(p):.5f}, "
          f"error {100*closure_error(p):+.2f} percent")
print(f"lowest closure error: {100*errors.min():+.2f} percent "
      f"at path/radius {paths[errors.argmin()]:.2f}")
print(f"highest closure error: {100*errors.max():+.2f} percent "
      f"at path/radius {paths[errors.argmax()]:.2f}")
print(f"closure error changes sign at path/radius: {crossing:.3f}")
print(f"simulated D/(a v) at path/radius {sim_path:g}: {D_sim:.4f}")
print(f"Thiele modulus with D_A: {thiele(D_A):.4f}")
print(f"effectiveness with D_A: {effectiveness(D_A):.4f}")
print(f"mole fraction of A at mouth, full equations: {x_dilute:.2f}")
print(f"effectiveness, full equations: {eta_full:.4f}")
print(f"effectiveness with D_KA only: {effectiveness(D_KA):.4f}")
print(f"effectiveness with D_AB only: {effectiveness(D_AB):.4f}")
print("no test failed")
```

Output:

```
temperature: 1000 K
pressure at pore mouth: 100 kPa
masses A, B: 80, 20 u
contact distance sigma: 0.50 nm
pore radius: 100 nm
pore length: 100 micrometre
viscosity: 25 microPa s
wall reaction velocity k: 0.50 mm/s
total density n(0): 7.2430e+24 m^-3
mean speeds A, B: 514.4, 1028.9 m/s
Knudsen factor by quadrature: 0.666667
collision drift slope, quadrature: 2.12771
collision drift slope, formula: 2.12769
D_KA: 34.297 mm^2/s
D_KB: 68.593 mm^2/s
D_AB at n(0): 59.558 mm^2/s
wall resistance 1/D_KA: 0.02916 s/mm^2
molecular resistance 1/D_AB: 0.01679 s/mm^2
total resistance 1/D_A: 0.04595 s/mm^2
Bosanquet D_A: 21.764 mm^2/s = 2.1764e-05 m^2/s
Bosanquet D_B: 31.879 mm^2/s
isobaric flux ratio N_B/N_A: -2.000
isobaric D_A at x_A=0.5: 18.402 mm^2/s
viscous coefficient beta: 5.000 mm^2/s
viscous flux ratio J/N_A at x_A=0.5: 0.0657
D_A with viscous flow: 22.227 mm^2/s
viscous change of D_A: 2.13 percent
finite pore flux N_A: 3.1901e+23 m^-2 s^-1
finite pore pressure drop: 6.42 percent
path/radius 0.1: kinetic D/(a v) 0.03208, Bosanquet 0.03175, error -1.06 percent
path/radius 0.5: kinetic D/(a v) 0.13652, Bosanquet 0.13333, error -2.34 percent
path/radius 1: kinetic D/(a v) 0.22488, Bosanquet 0.22222, error -1.18 percent
path/radius 2: kinetic D/(a v) 0.32858, Bosanquet 0.33333, error +1.45 percent
path/radius 5: kinetic D/(a v) 0.45621, Bosanquet 0.47619, error +4.38 percent
path/radius 10: kinetic D/(a v) 0.52988, Bosanquet 0.55556, error +4.85 percent
path/radius 100: kinetic D/(a v) 0.64178, Bosanquet 0.65359, error +1.84 percent
lowest closure error: -2.36 percent at path/radius 0.45
highest closure error: +4.87 percent at path/radius 8.91
closure error changes sign at path/radius: 1.402
simulated D/(a v) at path/radius 2: 0.3261
Thiele modulus with D_A: 2.1435
effectiveness with D_A: 0.4539
mole fraction of A at mouth, full equations: 0.01
effectiveness, full equations: 0.4539
effectiveness with D_KA only: 0.5484
effectiveness with D_AB only: 0.6642
no test failed
```
